# Inversion-charge error from tangent linearization at the pinch-off potential: a program that tests the result

```python
"""
Result under test: for a uniformly doped bulk MOS transistor the inversion charge
    q(psi) = vg - psi - g*sqrt(psi)          (charge magnitude / oxide capacitance, V)
is underestimated by its tangent at the pinch-off potential P, where q(P) = 0.
The error is E = g*(sqrt(P)-sqrt(psi))**2/(2*sqrt(P)), with leading term
g*(P-psi)**2/(8*P**1.5).
Symbols: vg = gate voltage minus flat-band voltage, psi = surface potential,
g = body factor (V^0.5), n = tangent slope, ut = kT/e, tf = twice the Fermi potential,
V = channel voltage (electron quasi-Fermi potential relative to the bulk).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from math import gamma as gamma_function
from scipy import constants as const
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar

e, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
eps_si, eps_ox = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0


def charge(psi, vg, g):
    return vg - psi - g * np.sqrt(psi)


def pinch_off(vg, g):
    return (np.sqrt(vg + g * g / 4) - g / 2) ** 2


def slope(P, g):
    return 1 + g / (2 * np.sqrt(P))


def tangent_error(psi, vg, g):
    """Error from the definition: charge minus tangent."""
    P = pinch_off(vg, g)
    return charge(psi, vg, g) - slope(P, g) * (P - psi)


# ---- symbolic algebra: closed form and series of the error ----
rP, rs, gs, d = sp.symbols("rP rs gs d", positive=True)
vg_sym = rP**2 + gs * rP
definition = vg_sym - rs**2 - gs * rs - (1 + gs / (2 * rP)) * (rP**2 - rs**2)
assert sp.simplify(definition - gs * (rP - rs) ** 2 / (2 * rP)) == 0
in_d = definition.subs(rs, rP * sp.sqrt(1 - d / rP**2))
coef = [sp.simplify(sp.diff(in_d, d, k).subs(d, 0) / sp.factorial(k))
        for k in range(4)]
assert coef[0] == 0 and coef[1] == 0
assert sp.simplify(coef[2] - gs / (8 * rP**3)) == 0
assert sp.simplify(coef[3] - gs / (16 * rP**5)) == 0

# ---- sweep: pinch-off root, slope, sign, bounds, relative error ----
for vg_t in (0.5, 1.5, 3.0, 5.0):
    for g_t in (0.1, 0.4, 1.0):
        P_t = pinch_off(vg_t, g_t)
        root = brentq(lambda x: charge(x, vg_t, g_t), 1e-9, vg_t, xtol=1e-13)
        assert abs(root - P_t) < 1e-10
        h = 1e-4 * P_t
        fd = (charge(P_t - h, vg_t, g_t) - charge(P_t + h, vg_t, g_t)) / (2 * h)
        assert abs(fd - slope(P_t, g_t)) < 1e-6
        for frac in np.linspace(0.02, 0.95, 25):
            psi_t = frac * P_t
            err = tangent_error(psi_t, vg_t, g_t)
            lead = g_t * (P_t - psi_t) ** 2 / (8 * P_t**1.5)
            assert 0 < lead < err < 4 * lead
            assert abs(err / lead - 4 / (1 + np.sqrt(frac)) ** 2) < 1e-8
            a, b = np.sqrt(P_t), np.sqrt(psi_t)
            rel = err / charge(psi_t, vg_t, g_t)
            assert abs(rel - g_t * (a - b) / (2 * a * (a + b + g_t))) < 1e-9
            assert rel < g_t / (2 * (a + g_t))

# ---- example parameters (rough values for 180 nm bulk silicon CMOS) ----
NA, tox, vg, T = 4e23, 4e-9, 2.8, 300.0          # m^-3, m, V, K
ni300, gap = 1e16, 1.12                          # m^-3, eV
Nc, Npoly, xj = 2.8e25, 1e26, 50e-9              # m^-3, m^-3, m
barrier, m_ox, m_si = 3.1, 0.4 * m0, 0.916 * m0  # eV, kg, kg
cox = eps_ox / tox
g = np.sqrt(2 * e * eps_si * NA) / cox
P = pinch_off(vg, g)
n = slope(P, g)
to_uC = cox * 100                                # V -> uC/cm2


def thermal(temp):
    ut = kB * temp / e
    ni = ni300 * (temp / 300) ** 1.5 * np.exp(
        -gap * e / (2 * kB) * (1 / temp - 1 / 300))
    return ut, 2 * ut * np.log(NA / ni)


def electron_charge(psi, V, ut, tf):
    """Charge-sheet inversion charge demanded by electron statistics (V)."""
    x = ut * np.exp((psi - tf - V) / ut)
    return g * x / (np.sqrt(psi + x) + np.sqrt(psi))


def operating_point(V, ut, tf, tangent):
    def balance(psi):
        q = n * (P - psi) if tangent else charge(psi, vg, g)
        return q - electron_charge(psi, V, ut, tf)
    psi = brentq(balance, 0.2, P, xtol=1e-14, rtol=1e-14)
    return psi, electron_charge(psi, V, ut, tf)


ut, tf = thermal(T)

# ---- equal voltages: sign and feedback factor ----
def feedback(psi, V):
    h = 1e-5
    dF = (electron_charge(psi + h, V, ut, tf)
          - electron_charge(psi - h, V, ut, tf)) / (2 * h)
    return dF / (dF + n)


for V in np.linspace(0, 1.2, 13):
    psi1, q1 = operating_point(V, ut, tf, False)
    psi2, q2 = operating_point(V, ut, tf, True)
    assert psi1 > psi2 and q1 > q2
    predicted = tangent_error(psi1, vg, g) * feedback(psi1, V)
    assert abs((q1 - q2) / predicted - 1) < 0.02   # first-order formula

# The electron charge rises with psi only above about ut/2.
mp.mp.dps = 60
def F_mp(y):   # potentials in units of ut, prefactor dropped
    return mp.sqrt(y + mp.exp(y - 35)) - mp.sqrt(y)
assert mp.diff(F_mp, mp.mpf("0.6")) > 0 > mp.diff(F_mp, mp.mpf("0.4"))

# ---- order of the error near pinch-off ----
order = np.log2(tangent_error(0.98 * P, vg, g) / tangent_error(0.99 * P, vg, g))
assert abs(order - 2) < 0.02

# ---- source end ----
psi0, q0 = operating_point(0.0, ut, tf, False)
E0 = tangent_error(psi0, vg, g)
lead0 = g * (P - psi0) ** 2 / (8 * P**1.5)
next0 = g * (P - psi0) ** 3 / (16 * P**2.5)
q0_tan = operating_point(0.0, ut, tf, True)[1]

# ---- one-dimensional Poisson equation with Boltzmann carriers, V = 0 ----
ratio = np.exp(-tf / ut)
def field_sq(psi):
    return (psi + ut * np.expm1(-psi / ut)
            + ratio * (ut * np.expm1(psi / ut) - psi))
psi_p = brentq(lambda x: vg - x - g * np.sqrt(field_sq(x)), 0.2, 1.5, xtol=1e-14)
grid = np.linspace(1e-6, psi_p, 200001)
root_H = np.sqrt(field_sq(grid))
electrons = ratio * np.expm1(grid / ut)
q_poisson = trapezoid(g / 2 * electrons / root_H, grid)
q_bulk = trapezoid(-g / 2 * np.expm1(-grid / ut) / root_H, grid)
assert abs(q_poisson + q_bulk - (vg - psi_p)) < 5e-5
assert q_poisson > q0 > q0_tan
path = cumulative_trapezoid(1 / root_H, grid, initial=0)
depth = (path[-1] - path) / np.sqrt(2 * e * NA / eps_si)
z_class = trapezoid(depth * electrons / root_H, grid) / trapezoid(
    electrons / root_H, grid)

# ---- degeneracy: same electron pressure with Fermi-Dirac statistics ----
ns = NA * np.exp((psi0 - tf) / ut)
def fermi32(eta):
    return quad(lambda t: t**1.5 / (1 + np.exp(t - eta)), 0, 60)[0] / gamma_function(2.5)
assert abs(fermi32(-8.0) / np.exp(-8.0) - 1) < 1e-3
eta = brentq(lambda x: fermi32(x) - ns / Nc, -5, 15)
shift_deg = ut * (eta - np.log(ns / Nc))
loss_deg = shift_deg * slope(psi0, g)

# ---- confinement: Fang-Howard layer, energy minimized numerically ----
Ninv, Ndep = q0 * cox / e, g * np.sqrt(psi0) * cox / e
pair = 0.5 * quad(lambda u: (np.exp(-u) * (1 + u + u * u / 2)) ** 2, 0, 60)[0]
def layer_energy(b_nm):                           # eV per electron, b in 1/nm
    b = b_nm * 1e9
    return (hbar**2 * b * b / (8 * m_si) / e
            + e * (3 * Ndep + pair * Ninv) / (eps_si * b))
b_best = minimize_scalar(layer_energy, bounds=(0.2, 20), method="bounded",
                         options={"xatol": 1e-9}).x * 1e9
b_formula = (12 * m_si * e**2 * (Ndep + 11 * Ninv / 32)
             / (eps_si * hbar**2)) ** (1 / 3)
assert abs(b_best / b_formula - 1) < 1e-5
z_quant = 3 / b_best
loss_quant = q0 * cox * (z_quant - z_class) / eps_si

# ---- gate, ends of the channel, oxide, temperature ----
v_ox = vg - psi0
loss_poly = (v_ox * cox) ** 2 / (2 * e * eps_si * Npoly)
width = np.sqrt(2 * eps_si * psi0 / (e * NA))
side = np.sqrt(xj**2 + 2 * xj * width) - xj
gain_share = [g * np.sqrt(psi0) * side / L for L in (1000e-9, 180e-9)]
wkb = 2 / hbar * quad(lambda x: np.sqrt(
    2 * m_ox * e * (barrier - v_ox * x / tox)), 0, tox)[0]
ut_hot, tf_hot = thermal(400.0)
psi_hot, q_hot = operating_point(0.0, ut_hot, tf_hot, False)
E_hot = tangent_error(psi_hot, vg, g)

print(f"doping {NA*1e-6:.1e} cm^-3; oxide {tox*1e9:.1f} nm")
print(f"gate minus flat-band voltage {vg:.2f} V; T {T:.0f} K")
print(f"intrinsic density at 300 K {ni300*1e-6:.1e} cm^-3; gap {gap:.2f} eV")
print(f"relative permittivity: Si {eps_si/const.epsilon_0:.1f}, "
      f"oxide {eps_ox/const.epsilon_0:.1f}")
print(f"oxide capacitance {to_uC:.4f} uF/cm2")
print(f"body factor {g:.4f} V^0.5")
print(f"thermal voltage {ut:.5f} V; twice Fermi potential {tf:.4f} V")
print(f"pinch-off surface potential {P:.4f} V; its root {np.sqrt(P):.4f} V^0.5")
print(f"tangent slope n {n:.4f}")
print("SOURCE END, V = 0")
print(f"surface potential {psi0:.4f} V; its root {np.sqrt(psi0):.4f} V^0.5")
print(f"distance from pinch-off {P-psi0:.4f} V")
print(f"charge-sheet charge {q0:.4f} V = {q0*to_uC:.4f} uC/cm2")
print(f"tangent charge, same potential {q0-E0:.4f} V = {(q0-E0)*to_uC:.4f} uC/cm2")
print(f"error E {E0*1e3:.2f} mV = {E0*to_uC:.4f} uC/cm2")
print(f"relative error {100*E0/q0:.2f} %")
print(f"upper bound on relative error {100*g/(2*(np.sqrt(P)+g)):.2f} %")
print(f"quadratic term {lead0*1e3:.2f} mV; cubic term {next0*1e3:.2f} mV")
print(f"E / quadratic term {E0/lead0:.3f}")
print(f"measured order of E near pinch-off {order:.3f}")
print("ALONG THE CHANNEL")
for V in (0.0, 0.5, 1.0):
    ps, qs = operating_point(V, ut, tf, False)
    qt = operating_point(V, ut, tf, True)[1]
    Es = tangent_error(ps, vg, g)
    ls = g * (P - ps) ** 2 / (8 * P**1.5)
    print(f"V {V:.1f} V: potential {ps:.4f} V, charge {qs:.4f} V")
    print(f"  E {Es*1e3:.3f} mV ({100*Es/qs:.2f} %), quadratic {ls*1e3:.3f} mV")
    print(f"  equal-voltage error {(qs-qt)*1e3:.3f} mV, factor {feedback(ps, V):.3f}")
print("NEGLECTED EFFECTS AT THE SOURCE END (change of true charge)")
print(f"Poisson charge {q_poisson:.4f} V; minus charge sheet {(q_poisson-q0)*1e3:+.1f} mV")
print(f"surface electron density {ns*1e-6:.2e} cm^-3; Nc {Nc*1e-6:.1e} cm^-3")
print(f"degeneracy: potential shift {shift_deg*1e3:.1f} mV, charge {-loss_deg*1e3:+.1f} mV")
print(f"mean depth: classical {z_class*1e9:.2f} nm, Fang-Howard {z_quant*1e9:.2f} nm")
print(f"confinement mass {m_si/m0:.3f} m0; charge {-loss_quant*1e3:+.1f} mV")
print(f"polysilicon doping {Npoly*1e-6:.0e} cm^-3; charge {-loss_poly*1e3:+.1f} mV")
print(f"junction depth {xj*1e9:.0f} nm; depletion width {width*1e9:.1f} nm")
print(f"charge sharing, gate 1000 nm {gain_share[0]*1e3:+.1f} mV")
print(f"charge sharing, gate 180 nm {gain_share[1]*1e3:+.1f} mV")
print(f"oxide voltage {v_ox:.3f} V; oxide field {v_ox/tox*1e-8:.2f} MV/cm")
print(f"tunnel barrier {barrier:.1f} eV, mass {m_ox/m0:.1f} m0")
print(f"WKB exponent {wkb:.1f}; transmission {np.exp(-wkb):.0e}")
print(f"at 400 K: potential {psi_hot:.4f} V, charge {q_hot:.4f} V")
print(f"at 400 K: E {E_hot*1e3:.2f} mV ({100*E_hot/q_hot:.2f} %)")
print("every check passed")
```

Output:

```
doping 4.0e+17 cm^-3; oxide 4.0 nm
gate minus flat-band voltage 2.80 V; T 300 K
intrinsic density at 300 K 1.0e+10 cm^-3; gap 1.12 eV
relative permittivity: Si 11.7, oxide 3.9
oxide capacitance 0.8633 uF/cm2
body factor 0.4221 V^0.5
thermal voltage 0.02585 V; twice Fermi potential 0.9050 V
pinch-off surface potential 2.1772 V; its root 1.4755 V^0.5
tangent slope n 1.1430
SOURCE END, V = 0
surface potential 1.0708 V; its root 1.0348 V^0.5
distance from pinch-off 1.1064 V
charge-sheet charge 1.2925 V = 1.1158 uC/cm2
tangent charge, same potential 1.2647 V = 1.0918 uC/cm2
error E 27.79 mV = 0.0240 uC/cm2
relative error 2.15 %
upper bound on relative error 11.12 %
quadratic term 20.11 mV; cubic term 5.11 mV
E / quadratic term 1.382
measured order of E near pinch-off 2.007
ALONG THE CHANNEL
V 0.0 V: potential 1.0708 V, charge 1.2925 V
  E 27.786 mV (2.15 %), quadratic 20.106 mV
  equal-voltage error 26.795 mV, factor 0.965
V 0.5 V: potential 1.5506 V, charge 0.7238 V
  E 7.586 mV (1.05 %), quadratic 6.448 mV
  equal-voltage error 7.170 mV, factor 0.945
V 1.0 V: potential 2.0099 V, charge 0.1917 V
  E 0.478 mV (0.25 %), quadratic 0.459 mV
  equal-voltage error 0.406 mV, factor 0.850
NEGLECTED EFFECTS AT THE SOURCE END (change of true charge)
Poisson charge 1.3080 V; minus charge sheet +15.5 mV
surface electron density 2.43e+20 cm^-3; Nc 2.8e+19 cm^-3
degeneracy: potential shift 26.6 mV, charge -32.1 mV
mean depth: classical 0.45 nm, Fang-Howard 1.37 nm
confinement mass 0.916 m0; charge -98.5 mV
polysilicon doping 1e+20 cm^-3; charge -67.1 mV
junction depth 50 nm; depletion width 58.8 nm
charge sharing, gate 1000 nm +18.2 mV
charge sharing, gate 180 nm +100.9 mV
oxide voltage 1.729 V; oxide field 4.32 MV/cm
tunnel barrier 3.1 eV, mass 0.4 m0
WKB exponent 38.5; transmission 2e-17
at 400 K: potential 1.0170 V, charge 1.3573 V
at 400 K: E 31.20 mV (2.30 %)
every check passed
```
